# How many corrections a gated-channel charge solver needs

## What a convergence loop does to a transistor curve

A program that couples a thin conducting channel to a gate must find, at each bias, the sheet charge that satisfies electrostatics and carrier statistics together. In the simplest model this is one scalar equation,

$$q+\ln q=v, \tag{1}$$

with $q$ the reduced charge and $v$ the reduced gate drive. The setting treated here is the stopping rule of this inner solve: a residual tolerance, or a fixed number of corrections.

A tolerance can damage the curve. The number of passes then depends on bias, and where it changes, the returned charge can jump by a relative amount $\tau$ set by the tolerance. A finite difference over a bias step $h$ turns the jump into a false slope $\tau q/h$, which grows as $h$ is reduced.

A poor start can also stop the solve. Newton's method for (1) gives

$$q_{\rm new}=q+\frac{v-q-\ln q}{1+1/q}=\frac{q(1+v-\ln q)}{1+q},$$

which is negative when $\ln q>1+v$. The next real logarithm then does not exist.

A smooth starting formula followed by two third-order corrections avoids both faults. Rounding still limits how small $h$ can usefully be. In exact arithmetic the relative error is below $10^{-18}$ for every real $v$.

## The equation being solved

The algebra uses atomic units with $e=1$. The channel is an undoped charge sheet with one parabolic subband, at distance $t$ from the gate across an ideal insulator of relative permittivity $\kappa$. No field leaves its far side. Let $\phi$ be the source Fermi level minus the subband bottom, and let the gate bias $u$ be zero when an empty channel has $\phi=0$.

A sheet density $n$ produces the insulator field $4\pi n/\kappa$. Over the thickness $t$ this lowers $\phi$ from $u$ by $4\pi tn/\kappa$, so

$$u-\phi=\frac nC,\qquad C=\frac{\kappa}{4\pi t}. \tag{2}$$

Along the channel the local quasi-Fermi level lies $V$ below that of the source. With thermal energy $T$, mass $m$, spin and valley degeneracy $g$, and Boltzmann statistics,

$$n=g\int\frac{d^2k}{(2\pi)^2}\,e^{(\phi-V-k^2/2m)/T}=N_Te^{(\phi-V)/T},\qquad N_T=\frac{gmT}{2\pi}.$$

The last factor follows from $\int_0^\infty k\,e^{-k^2/2mT}dk=mT$. Solving for $\phi$ and inserting it in (2) gives

$$u-V=\frac nC+T\ln\frac n{N_T}.$$

Set $n=CTq$ and $a=CT/N_T$, so that $n/N_T=aq$. Division by $T$ yields (1) with

$$v=\frac{u-V}{T}-\ln a,\qquad a=\frac{2\pi C}{gm}.$$

The left side of (1) rises continuously from $-\infty$ to $\infty$ for $q>0$, so there is one root. Differentiation gives $(1+1/q)\,dq=dv$, hence

$$\frac{dq}{dv}=\frac q{1+q}. \tag{3}$$

A residual tolerance has a direct meaning here. If $r=v-q-\ln q$ is left over, the returned $q$ is the root for the drive $v-r$. The gate bias has in effect been misread by $Tr$.

## One starting formula for both limits

In weak inversion, put $x=e^v$. Equation (1) becomes $q=xe^{-q}$, so $q=x-x^2+O(x^3)$. In strong inversion $q=v-\ln q$, and replacing $q$ by $v$ inside the logarithm gives $q\approx v-\ln v$. The formula

$$q_0=L\left[1-\frac{\ln(1+L)}{2+L}\right],\qquad L=\ln(1+e^v), \tag{4}$$

joins them. For small $x$, $L=x-x^2/2+O(x^3)$ and the bracket is $1-L/2+O(L^2)$, so $q_0=x-x^2+O(x^3)$. For large $v$, $L\to v$ and $L/(2+L)\to1$, which gives $v-\ln v$ to leading logarithmic order.

The error of the guess must be bounded for all $v$. Write the root as $q=q_0(1+\varepsilon)$ and treat three ranges.

**Small charge, $q\le0.01$.** Here $x=qe^q$. Since $q_0\le L\le x$, we have $q_0/q\le e^q$. From below, $\ln(1+L)\le L$ and $2+L\ge2$ give $q_0\ge L(1-L/2)$. With $x(1-x/2)\le L\le x$,

$$q_0\ge x(1-x/2)^2\ge x(1-x)\ge q(1-x).$$

Hence $e^{-q}-1\le\varepsilon\le x/(1-x)$, and $|\varepsilon|\le0.0103$.

**Large charge, $q\ge20$.** Subtract $q=v-\ln q$ from (4), using $L/(2+L)=1-2/(2+L)$:

$$q_0-q=(L-v)-\ln\frac{1+L}{q}+\frac{2\ln(1+L)}{2+L}.$$

Here $0<L-v=\ln(1+e^{-v})<e^{-v}$, and $1+L>q$. Therefore

$$-\frac1q\ln\frac{1+L}{q}\le\frac{q_0}{q}-1\le\frac1q\left[e^{-v}+\frac{2\ln(1+L)}{2+L}\right].$$

Both bounds shrink in size as $q$ grows: $(1+L)/q$ falls because $(1+\ln q)/q$ does, and $\ln(1+L)/(2+L)$ falls because $\ln(1+L)>(2+L)/(1+L)$ in this range. Their values at $q=20$ give $|\varepsilon|\le0.0128$.

**Between them.** The derivative of (4) is

$$\frac{dq_0}{dL}=1-\frac{2\ln(1+L)}{(2+L)^2}-\frac{L}{(1+L)(2+L)}.$$

The second term is at most $2L/(2+L)^2\le1/4$ in size, since $(2+L)^2\ge8L$. The third is $1/(L+3+2/L)\le1/(3+2\sqrt2)<0.18$. The derivative exceeds $0.57$, so $q_0$ rises with $v$. In a cell $q_a\le q\le q_b$, with edge drives $v_a,v_b$ computed directly from (1),

$$\frac{q_a}{q_0(v_b)}\le1+\varepsilon\le\frac{q_b}{q_0(v_a)}.$$

This encloses every point in the cell. Evaluating it on 8000 cells of equal width in $\ln q$ gives $|\varepsilon|\le0.0211$, which is also the bound for all $v$. On a sample of 1500 roots between $10^{-6}$ and $10^4$, the largest error was $0.0201$, near $q=0.85$, in the crossover between the limits.

## The correction and its error

Let $q$ now denote the current estimate, $q(1+\varepsilon)$ the root, and $s=1+q$. Inserting the root in (1) gives

$$r\equiv v-q-\ln q=q\varepsilon+\ln(1+\varepsilon). \tag{5}$$

Expand the right side to second order about zero and call the approximate solution $\eta$:

$$r=s\eta-\tfrac12\eta^2=\eta\left(s-\tfrac12\eta\right).$$

Replacing $\eta$ inside the bracket by its first-order value $r/s$ gives Halley's correction,

$$\eta=\frac{r}{s-r/(2s)}=\frac{2rs}{2s^2-r},\qquad q_{\rm new}=q(1+\eta). \tag{6}$$

To find what remains, define $\lambda=\varepsilon-\ln(1+\varepsilon)$. Then (5) reads $r=s\varepsilon-\lambda$, and

$$\eta-\varepsilon=\frac{2s(s\varepsilon-\lambda)-\varepsilon(2s^2-s\varepsilon+\lambda)}{2s^2-s\varepsilon+\lambda}
=\frac{s(\varepsilon^2-2\lambda)-\varepsilon\lambda}{2s^2-s\varepsilon+\lambda}.$$

The terms linear in $\varepsilon$ have cancelled. Since $\lambda=\int_0^\varepsilon z/(1+z)\,dz$, the substitution $z=\varepsilon y$ gives

$$B\equiv\frac{\lambda}{\varepsilon^2}=\int_0^1\frac{y\,dy}{1+\varepsilon y},\qquad
A\equiv\frac{\varepsilon^2-2\lambda}{\varepsilon^3}=2\int_0^1\frac{y^2dy}{1+\varepsilon y}.$$

Thus

$$\eta-\varepsilon=\varepsilon^3\,\frac{sA-B}{2s^2-s\varepsilon+B\varepsilon^2}. \tag{7}$$

For small $\varepsilon$, $A\to2/3$ and $B\to1/2$. The coefficient becomes $(4s-3)/(12s^2)$, whose maximum for $s\ge1$ is $1/9$, at $s=3/2$. It tends to $1/12$ in weak inversion and falls as $1/(3s)$ in strong inversion.

A bound at finite $\varepsilon$ follows for $|\varepsilon|\le0.05$. The integrals give $0.634<A<0.702$ and $0.476<B<0.527$, so $sA-B>0$. With $z=1/s$,

$$\frac{sA-B}{s^2}=Az-Bz^2\le\frac{A^2}{4B}<0.26.$$

The denominator in (7) is at least $1.95s^2$, so $|\eta-\varepsilon|<0.134|\varepsilon|^3$. The correction still needed after the step is

$$\varepsilon_{\rm new}=\frac{1+\varepsilon}{1+\eta}-1=\frac{\varepsilon-\eta}{1+\eta}.$$

Since $1+\eta>0.949$, this proves

$$|\varepsilon_{\rm new}|\le\frac{|\varepsilon|^3}{7}. \tag{8}$$

The denominator in (6) is positive throughout, so the result is a smooth function of $v$.

## Choosing the number of corrections

Starting from $0.02109$, inequality (8) gives

$$\frac{0.02109^3}{7}=1.34\times10^{-6},\qquad \frac{(1.34\times10^{-6})^3}{7}=3.4\times10^{-19}.$$

These are bounds on the relative correction still needed. On the same 1500 roots, computed with 60 digits, the largest values were $8.5\times10^{-7}$ and $6.6\times10^{-20}$.

**Use two corrections in double precision.** The remaining formula error is below the rounding level, so a third correction can change only rounding errors.

**One correction suffices for a plotted current curve.** Its error is far below that of the physical model, as the example shows. A nonlinear solver may also combine this charge with derivative (3). If the returned charge is $q(1+\delta)$, its derivative is $(1+\delta)q/(1+q)+q\,d\delta/dv$, so charge and derivative no longer match exactly. The relative mismatch is only of order $10^{-6}$, too small to slow an ordinary outer Newton solve noticeably.

**Two Newton corrections are not equivalent.** Newton uses $\eta=r/s=\varepsilon-\lambda/s$ and leaves an error near $\varepsilon^2/(2s)$ instead of a cubic one. From the same guess, two steps left up to $3.4\times10^{-9}$ on the sample.

Rounding needs separate care. In weak inversion $v$ and $\ln q$ are nearly equal, so rounding in either can spoil their small difference. For $v<1$, evaluate the residual as

$$r=\ln(e^v/q)-q.$$

This is the same function, but at the root the argument of the logarithm is $e^q$, which is close to one when $q$ is small. For positive $v$, evaluate $L$ as $v+\ln(1+e^{-v})$ to avoid overflow. Take every $\ln(1+z)$ from a library routine that stays accurate for small $z$, usually called log1p. An ordinary logarithm of the rounded sum returns $L=0$ below about $v=-37$, and the division by $q$ then fails. With these forms, the largest relative error at 802 drives between $-700$ and $700$ was $2.7\times10^{-16}$, measured against a 60-digit Lambert function $W(e^v)$, which is the root of (1). This figure treats $v$ as exact. When $v$ is computed from the bias, its own rounding, of order $10^{-16}|v|$, changes $q$ by that amount divided by $1+q$ in relative terms, by (3). No form of the residual removes it: the error is then about $4\times10^{-15}$ near $v=-36$ and $8\times10^{-14}$ near $v=-580$. Below about $v=-708$, $e^v$ leaves the normal double-precision range and accuracy is gradually lost. Below about $v=-745$ it rounds to zero, and the division by $q$ fails.

## From charge to current

Assume a gradual channel of length $\ell$ and constant mobility $\mu$. The current per width has magnitude $J=\mu n\,dV/dx$ and is the same at every $x$, so $J\ell/\mu=\int_0^{V_d}n\,dV$. At fixed gate bias, $dV=-T\,dv=-T(1+1/q)\,dq$. With $q_s$ at the source and $q_d$ at the drain,

$$\frac{J\ell}{\mu}=CT^2\int_{q_d}^{q_s}(q+1)\,dq
=CT^2(q_s-q_d)\left[1+\frac{q_s+q_d}{2}\right]. \tag{9}$$

If $q_d\ll q_s\ll1$, the current is proportional to $q_s$, as for diffusion. If $q_s\gg1$ and $q_d\ll q_s$, it approaches $CT^2q_s^2/2$, the square law.

At very small drain bias, (9) subtracts nearly equal charges. By (3), $q_s-q_d\approx qV_d/[T(1+q)]$, so a relative rounding error in $q$ is amplified by about $(1+q)T/V_d$. More corrections cannot repair this. Use instead $J\ell/\mu\approx V_d\,n(V_d/2)$. The midpoint rule has leading relative error $V_d^2n''/(24n)$ in size, and differentiating (3) once more gives $d^2q/dv^2=q/(1+q)^3$. The error is therefore $(V_d/T)^2/[24(1+q)^3]$.

## A worked transistor

Take round model parameters: $\kappa=4$, $t=20$ Å, $m=0.2$ electron masses, $g=4$, and 300 K. Then $T=0.025852$ eV, $C=1.10527\times10^{-3}$ eV⁻¹ Å⁻² and $a=0.06615$, so $T\ln a=-0.07021$ eV.

At $u=0.5$ eV the source has $v=(0.5+0.07021)/0.025852=22.057$. Here $L$ equals $v$ to the digits shown, and

$$q_0=22.057\left(1-\frac{\ln23.057}{24.057}\right)=19.180.$$

The residual is $r=22.05674-19.17966-2.95385=-0.07677$. With $s=20.180$, equation (6) gives $\eta=-0.00380$ and $q=19.107$. The second correction is too small to alter these digits. The density is $CTq_s=5.46\times10^{-4}$ Å⁻², or $1.53\times10^{-4}$ bohr⁻².

For a drain bias of 0.5 eV, the drain has $u-V=0$, hence $v=2.716$ and $q_d=2.015$. Equation (9) gives

$$\frac{J\ell}{\mu}=7.387\times10^{-7}\times17.092\times11.561=1.46\times10^{-4}\ \text{eV Å}^{-2},$$

or $1.50\times10^{-6}$ hartree bohr⁻². The drain still holds about a tenth of the source charge, so this point is not fully saturated.

| $u$ (eV) | $q_s$ | $\varepsilon$ of guess | $J\ell/\mu$ (eV Å⁻²) |
|---:|---:|---:|---:|
| −0.3 | 0.000138 | $3.2\times10^{-9}$ | $1.02\times10^{-10}$ |
| −0.1 | 0.247 | 0.0064 | $2.05\times10^{-7}$ |
| 0.0 | 2.015 | 0.0043 | $2.99\times10^{-6}$ |
| 0.2 | 8.332 | −0.0088 | $3.18\times10^{-5}$ |
| 0.5 | 19.107 | −0.0038 | $1.46\times10^{-4}$ |

The tiny first error follows from the next order of the expansion. The root contains $3x^3/2$ and the guess $4x^3/3$, so $\varepsilon\approx x^2/6$. With $x=1.38\times10^{-4}$ this is $3.2\times10^{-9}$.

At $u=0.5$ eV and a drain bias of $10^{-6}$ eV, the amplification factor is about $20.1\times0.025852/10^{-6}=5\times10^5$. Formula (9) in double precision then had a relative error of $6.8\times10^{-11}$ against 60-digit charges.

## When the equation is the larger error

Boltzmann statistics fail when $aq=n/N_T$ is not small. For the same subband, Fermi statistics give $n=N_T\ln[1+e^{(\phi-V)/T}]$. Solving for $\phi$ changes (1) to

$$q_F+\ln\frac{e^{aq_F}-1}{a}=v.$$

Since $(e^y-1)/y=\int_0^1e^{yz}dz$ lies between $1$ and $e^y$ for $y>0$, this can be written $q_F+\ln q_F+\theta aq_F=v$ with $0<\theta<1$. Let the Boltzmann root be $q_F(1+\delta)$. Subtracting the two equations gives

$$q_F\delta+\ln(1+\delta)=\theta aq_F,$$

so $0<\delta<a$. For small $aq_F$, $\theta\approx1/2$ and $\delta\approx aq_F/[2(1+q_F)]$.

In the example, a numerical root search with Fermi statistics gives a Boltzmann excess of 0.65% at $u=-0.1$ eV and 3.5% at $0.5$ eV, relative to the Fermi density. At $0.5$ eV the source has $n/N_T=1.26$ and is already degenerate; the excess stays small only because the electrostatics limits it to $\delta<a$. The second figure is more than four orders of magnitude above the error bound after one correction. If $\delta$ exceeds the accuracy wanted in the charge anywhere in the bias range used, change the statistics before adding corrections. A slope needs a stricter test: in weak inversion $\delta$ is proportional to $q_F$, so the relative excess of $dn/du$ is about $2\delta$. Bound (8) was derived for (1) and does not carry over to the Fermi equation without a new derivation. Statistics need not be the largest model error. The sheet has no thickness, whereas in a real film the subband bottom rises with the gate field. For a silicon-like film (confinement mass 0.916, relative permittivity 11.7, hard walls, one subband, Hartree potential) 30 to 100 Å thick under the same gate, the sheet model overestimates the charge at $u=0.5$ eV by about 18% to 27%. Further subbands, doping, a field behind the channel and bias-dependent mobility also lie outside this model.
